# Dyakonov-Perel Spin Relaxation in a Two-Dimensional Rashba Gas

Electrons in a quantum-well channel are given a small net spin, and the source of that spin is then switched off. The impurities deflect the electrons but do not act on their spin, and there is no magnetic field. The net spin can nevertheless decay, in the example below within several picoseconds. If the well is asymmetric, a moving electron feels an effective magnetic field in the plane of the channel, perpendicular to its momentum, and its spin turns about that field. Electrons moving in different directions turn about different axes, so spins that started parallel drift apart, and each collision gives an electron a new axis. We want the rate of this loss, and how it depends on whether the spin points out of the plane or lies in it.

In atomic units, with $\hbar=1$, the Hamiltonian between collisions is

$$H=\frac{k^2}{2m}+\alpha\,(k_y\sigma_x-k_x\sigma_y),$$

where $z$ is normal to the plane, $m$ is the effective mass and $\alpha$ the Rashba strength. The spin term has the form $\tfrac12\boldsymbol\Omega_{\mathbf k}\cdot\boldsymbol\sigma$ with

$$\boldsymbol\Omega_{\mathbf k}=2\alpha(k_y,-k_x,0)=\Omega(\sin\varphi,-\cos\varphi,0),\qquad \Omega=2\alpha k,$$

where $\varphi$ is the direction of $\mathbf k$. Let $\mathbf s=\langle\boldsymbol\sigma\rangle$. From $[\sigma_i,\sigma_j]=2i\epsilon_{ijl}\sigma_l$,

$$\frac{ds_j}{dt}=i\langle[H,\sigma_j]\rangle=\frac i2\,\Omega_i\,(2i\epsilon_{ijl})\,s_l=-\epsilon_{ijl}\Omega_i s_l=(\boldsymbol\Omega_{\mathbf k}\times\mathbf s)_j .$$

The spin precesses about $\boldsymbol\Omega_{\mathbf k}$ at the rate $\Omega$, which is also the energy splitting of the two spin states.

Now consider all electrons of one energy. Let $\mathbf s_{\mathbf k}$ be their spin density for direction $\varphi$, and $\mathbf S=\langle\mathbf s_{\mathbf k}\rangle$ its average over directions; from here on, angle brackets mean this average. Three assumptions enter. The splitting is small compared with the Fermi energy, $2\alpha k\ll E_F$, so both spin states share one energy shell. The mean free path $l$ satisfies $k_Fl\gg1$, so an electron has a well-defined direction between collisions. Collisions are elastic, conserve spin, and send the electron into every direction with equal chance, at total rate $1/\tau$. Electrons then leave direction $\varphi$ at the rate $\mathbf s_{\mathbf k}/\tau$ and arrive from all others at the rate $\mathbf S/\tau$. The exclusion principle does not alter this balance, because for elastic scattering between states of occupation $f$ and $f'$ the difference is $f'(1-f)-f(1-f')=f'-f$. Hence

$$\frac{\partial\mathbf s_{\mathbf k}}{\partial t}=\boldsymbol\Omega_{\mathbf k}\times\mathbf s_{\mathbf k}-\frac{\mathbf s_{\mathbf k}-\mathbf S}{\tau}.\tag{1}$$

Since the mean velocity after an isotropic collision is zero, $\tau$ is also the time in which a current decays, and the mobility is $\mu=e\tau/m$.

Write $\mathbf s_{\mathbf k}=\mathbf S+\boldsymbol\delta_{\mathbf k}$, so that $\langle\boldsymbol\delta_{\mathbf k}\rangle=0$. In the angular average of (1) the collision term vanishes, as it must when collisions conserve spin. The term $\langle\boldsymbol\Omega_{\mathbf k}\rangle\times\mathbf S$ vanishes too, because $\boldsymbol\Omega_{\mathbf k}$ reverses with $\mathbf k$. What is left is

$$\frac{d\mathbf S}{dt}=\langle\boldsymbol\Omega_{\mathbf k}\times\boldsymbol\delta_{\mathbf k}\rangle.\tag{2}$$

The total spin changes only through the part of the distribution that depends on direction. Subtracting (2) from (1) gives the equation for that part:

$$\frac{\partial\boldsymbol\delta_{\mathbf k}}{\partial t}=\boldsymbol\Omega_{\mathbf k}\times\mathbf S-\frac{\boldsymbol\delta_{\mathbf k}}{\tau}+\boldsymbol\Omega_{\mathbf k}\times\boldsymbol\delta_{\mathbf k}-\langle\boldsymbol\Omega_{\mathbf k}\times\boldsymbol\delta_{\mathbf k}\rangle .$$

Weak precession means $\Omega\tau\ll1$: the spin turns by a small angle between collisions. The last two terms are then smaller than $\boldsymbol\delta_{\mathbf k}/\tau$ by a factor of order $\Omega\tau$ and are dropped. If the spin starts out the same in all directions, $\boldsymbol\delta_{\mathbf k}=0$ at $t=0$, and with $\mathbf S$ nearly constant over a time $\tau$ the solution is

$$\boldsymbol\delta_{\mathbf k}=\tau\,(1-e^{-t/\tau})\,\boldsymbol\Omega_{\mathbf k}\times\mathbf S\;\longrightarrow\;\tau\,\boldsymbol\Omega_{\mathbf k}\times\mathbf S .\tag{3}$$

Treating $\mathbf S$ as constant is consistent, since the decay rate found below is of order $\Omega^2\tau$, smaller than $1/\tau$ by $(\Omega\tau)^2$. Put the late form of (3) into (2) and use $\mathbf a\times(\mathbf a\times\mathbf S)=\mathbf a(\mathbf a\cdot\mathbf S)-a^2\mathbf S$:

$$\frac{d\mathbf S}{dt}=-\tau\left[\langle\Omega_{\mathbf k}^2\rangle\,\mathbf S-\langle\boldsymbol\Omega_{\mathbf k}(\boldsymbol\Omega_{\mathbf k}\cdot\mathbf S)\rangle\right].\tag{4}$$

For the Rashba field $\langle\Omega_x^2\rangle=\Omega^2\langle\sin^2\varphi\rangle=\Omega^2/2$, likewise $\langle\Omega_y^2\rangle=\Omega^2/2$, and $\langle\Omega_x\Omega_y\rangle=-\Omega^2\langle\sin\varphi\cos\varphi\rangle=0$. For spin along $z$ the second term in (4) is zero, because the field has no $z$ component. For spin along $x$ it removes half of the first term. Therefore

$$\frac1{T_z}=\Omega^2\tau=4\alpha^2k^2\tau,\qquad \frac1{T_x}=\frac1{T_y}=\frac{\Omega^2\tau}{2}=2\alpha^2k^2\tau .\tag{5}$$

Out-of-plane spin decays twice as fast as in-plane spin. A field component turns only the spin perpendicular to it. Both in-plane components of the field turn $S_z$, but only $\Omega_y$ turns $S_x$. For any field that lies in the plane and averages to zero, (4) gives $1/T_z=1/T_1+1/T_2$, where 1 and 2 are the principal in-plane directions; the isotropy of the Rashba field makes the two terms equal.

The rates are proportional to $\tau$, so at fixed $\alpha$ and $k$ more frequent collisions preserve the spin for longer. A single flight shows why. Flight times $t$ are distributed as $e^{-t/\tau}/\tau$, and a flight multiplies $S_z$ on average by

$$\langle\cos\Omega t\rangle_t=\mathrm{Re}\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau+i\Omega t}=\mathrm{Re}\,\frac{1}{1-i\Omega\tau}=\frac1{1+\Omega^2\tau^2}.$$

For weak precession the loss per flight is $\Omega^2\tau^2$. It is quadratic in the flight time, while the number of flights per unit time is $1/\tau$, and the product is $\Omega^2\tau$. An in-plane spin can be split into a vector along the axis and one across it, and averaged over directions each of these gives half the spin. The first is preserved and the second shrinks by the same cosine, so the loss per flight is half as large.

The factor of two belongs to the limit $\Omega\tau\to0$, and equation (1) can be solved without that limit. Take spin along $z$ first. Let $\mathbf n$ be the unit vector along $\boldsymbol\Omega_{\mathbf k}$ and $\mathbf t=\mathbf n\times\hat{\mathbf z}$, and try $\mathbf s_{\mathbf k}=S_z\hat{\mathbf z}+u\,\mathbf t$ with $S_z$ and $u$ independent of direction. Because $\langle\mathbf t\rangle=0$ and $\mathbf n\times\mathbf t=-\hat{\mathbf z}$, equation (1) becomes

$$\dot S_z=-\Omega u,\qquad \dot u=\Omega S_z-\frac u\tau\quad\Longrightarrow\quad \ddot S_z+\frac{\dot S_z}{\tau}+\Omega^2S_z=0 .$$

This is a damped oscillator. With $S_z\propto e^{-gt/\tau}$ and $w=\Omega\tau$ it requires $g^2-g+w^2=0$, whose slow root is

$$g_z=\tfrac12\left(1-\sqrt{1-4w^2}\right)=w^2+w^4+\dots\tag{6}$$

For $w>1/2$ the roots are complex: the out-of-plane spin oscillates while its envelope decays at the rate $1/(2\tau)$. More frequent collisions then make the envelope decay faster, the reverse of the behaviour at weak precession.

For in-plane spin, let every $\mathbf s_{\mathbf k}$ decay as $e^{-gt/\tau}$ and set $b=1-g$. Equation (1) multiplied by $\tau$ reads $b\,\mathbf s_{\mathbf k}-w\,\mathbf n\times\mathbf s_{\mathbf k}=\mathbf S$. Split $\mathbf S$ into a part $\mathbf S_\parallel$ along $\mathbf n$ and a part $\mathbf S_\perp$ across it. The solution, as substitution confirms, is

$$\mathbf s_{\mathbf k}=\frac{\mathbf S_\parallel}{b}+\frac{b\,\mathbf S_\perp+w\,\mathbf n\times\mathbf S}{b^2+w^2}.$$

Its angular average must give back $\mathbf S$. The parallel and perpendicular parts each average to $\mathbf S/2$, and the term in $\mathbf n\times\mathbf S$ averages to zero, so

$$1=\frac12\left[\frac1b+\frac b{b^2+w^2}\right]\quad\Longrightarrow\quad 2b^3-2b^2+2bw^2-w^2=0 .$$

Group this as $2b^2(1-b)=w^2(2b-1)$ and insert $b=1-g$, which gives $2g(1-g)^2=w^2(1-2g)$. Since $1-2g=(1-g)^2-g^2$,

$$g_{x}=\frac{w^2}2\left[1-\frac{g_x^2}{(1-g_x)^2}\right]=\frac{w^2}{2}\left(1-\frac{w^4}{4}+\dots\right),\qquad \frac{T_x}{T_z}=\frac{g_z}{g_x}=2\,(1+w^2+\dots).\tag{7}$$

For isotropic scattering the in-plane rate has no correction of relative order $w^2$; at that order the whole change of the ratio comes from the out-of-plane rate. Solving (1) as a matrix eigenvalue problem on a ring of 16 directions gives ratios of 2.020, 2.088 and 2.227 at $\Omega\tau=0.1$, 0.2 and 0.3.

As an example take an effective mass of 0.05 electron masses, a sheet density $n=10^{12}\ \mathrm{cm^{-2}}$ ($0.01\ \mathrm{nm^{-2}}$), a mobility of $4000\ \mathrm{cm^2/Vs}$, $\alpha=0.002$ eV nm and a temperature of 77 K. With two spin states per wave vector, $k_F=\sqrt{2\pi n}=0.2507\ \mathrm{nm^{-1}}$, and $E_F=\hbar^2k_F^2/2m=0.0479$ eV. The mobility gives $\tau=\mu m/e=0.1137$ ps. The spin splitting is $2\alpha k_F=2\times0.002\times0.2507=0.00100$ eV, and division by $\hbar$ gives $\Omega=1.523$ rad/ps. The angle turned in a time $\tau$ is $\Omega\tau=0.173$ rad, about ten degrees. Equation (5) then gives

$$\frac1{T_z}=(1.523)^2\times0.1137\approx0.264\ \mathrm{ps^{-1}},\qquad T_z=3.79\ \mathrm{ps},\qquad T_x=7.58\ \mathrm{ps}.$$

The full equation (1) gives $T_z=3.67$ ps, shorter by 3%, which is $w^2=0.030$ as (6) predicts. The in-plane time stays at 7.58 ps, and the ratio becomes 2.06. If $\tau$ is halved with all else fixed, the in-plane rate falls to 0.500 of its value and the out-of-plane rate to 0.488. The second number lies below one half because the correction $w^2$ shrinks as well.

The spin left after 4 ps can be found in three ways, starting from unit spin equal in all directions. The leading exponentials of (5) give $S_z=0.348$ and $S_x=0.590$. Equation (1) on the ring gives 0.348 and 0.599. The third way does not use (1): 100,000 electrons are sent through random flights, and the two-component spin state of each is propagated with the Rashba Hamiltonian. It gives $S_z=0.3452\pm0.0015$ and $S_x=0.5979\pm0.0013$, with one standard error quoted. These lie 1.6 and 0.8 standard errors below the result of (1).

The excess of $S_x$ over the simple exponential comes from the start of the decay. By (3) the decay rate builds up as $1-e^{-t/\tau}$, so at late times the exponent is $-(t-\tau)/T_x$ instead of $-t/T_x$. The spin is larger by the factor $e^{\tau/T_x}\approx1.015$, and $0.590\times1.015=0.599$. For $S_z$ the same delay gains a fraction of about $w^2$, while the faster decay in (6) costs about $w^2t/T_z$. The two cancel near $t=T_z$, and 4 ps happens to be close to that time.

These parameters lie in the rough regime of an InGaAs quantum-well channel. The mobility and $\alpha$ are chosen low enough to keep the precession weak: with three times the mobility and all else fixed, $\Omega\tau$ would be 0.52, beyond the value $1/2$ up to which (6) gives a real decay rate. The assumption that such a crystal breaks most directly is that the Rashba field acts alone. Its lattice lacks inversion symmetry, which adds a Dresselhaus term. For a well grown along a cubic axis, with $x$ and $y$ along the other two, its linear part is $\beta(k_x\sigma_x-k_y\sigma_y)$, and the precession vector becomes

$$\boldsymbol\Omega_{\mathbf k}=2k\,(\alpha\sin\varphi+\beta\cos\varphi,\;-\alpha\cos\varphi-\beta\sin\varphi,\;0).$$

Now $\langle\Omega_x^2\rangle=\langle\Omega_y^2\rangle=2k^2(\alpha^2+\beta^2)$ and $\langle\Omega_x\Omega_y\rangle=-4k^2\alpha\beta$. In (4) the in-plane relaxation matrix has diagonal elements $2k^2\tau(\alpha^2+\beta^2)$ and off-diagonal elements $4k^2\tau\alpha\beta$. Its eigenvectors lie along $(1,1)$ and $(1,-1)$, and the rates are

$$\frac1{T_{(1,\pm1)}}=2(\alpha\pm\beta)^2k^2\tau,\qquad\frac1{T_z}=4(\alpha^2+\beta^2)k^2\tau .$$

For an assumed $\beta=\alpha/5$, equation (1) gives in-plane times of 5.2 and 11.9 ps and $T_z=3.5$ ps. The in-plane times are then 1.5 and 3.4 times $T_z$. A Dresselhaus term of one fifth of the Rashba term thus moves the ratio far more than the finite precession angle does, although the in-plane rates still add up to the out-of-plane rate at leading order. The value $\alpha/5$ only illustrates the effect. The strength $\beta$ grows as the well is made narrower, and beside an $\alpha$ as small as the one used here it can be comparable to $\alpha$; the two in-plane times then lie much further apart. At $\beta=\alpha$ the field points along $(1,-1)$ for every $\mathbf k$, and in this linear model a spin along that line does not decay.

Temperature acts through $k^2$. A small spin imbalance is a small difference in chemical potential between the two spins, so it is spread over energy with the weight $-\partial f/\partial E$, where $f$ is the Fermi function. For energy-independent $\tau$ the rates (5) are proportional to $E$. The density of states is constant, so integration by parts gives $\int_0^\infty E(-\partial f/\partial E)\,dE=\int_0^\infty f\,dE=E_F$ at fixed density, while the weight itself integrates to $f(0)$. With chemical potential $\mu_c$ the density condition is $k_BT\ln(1+e^{\mu_c/k_BT})=E_F$, from which $f(0)=1-e^{-E_F/k_BT}$. Both rates are therefore multiplied by

$$\frac{1}{1-e^{-E_F/k_BT}},$$

which is 1.0007 at 77 K and 1.19 at 300 K. This is the average rate over the shells; it describes a single exponential if electrons exchange energy faster than they lose spin. Without such exchange each shell decays at its own rate. At 77 K these rates have a standard deviation of about 25% of their mean, and the leading-order $S_z$ left after 4 ps would be 0.360 instead of 0.348. In both limits, fast exchange and none, the ratio of two is unaffected at leading order; exchange at a rate comparable to the spin decay lowers it somewhat, by less than 1% at 77 K for the times in which the spin falls to $1/e$. The 300 K figure keeps $\tau$ and the elastic collisions of the model, whereas in a real channel at that temperature phonons change both.

Scattering need not be isotropic for (5) to hold. The pattern $\boldsymbol\delta_{\mathbf k}\propto\boldsymbol\Omega_{\mathbf k}\times\mathbf S$ varies with angle as $\cos\varphi$ and $\sin\varphi$, just as a current does, so it decays with the transport time, which then replaces $\tau$. For scattering through an angle $\theta$ with probability proportional to $1+0.8\cos\theta$, at fixed mobility, the in-plane rate from the full kinetic equation rises by 0.6%, or about $0.2\,w^2$: anisotropic scattering gives the in-plane rate a correction of relative order $w^2$ that is absent from (7).

Spin loss in the collisions themselves matters sooner. If each collision destroys the spin with probability $p$, a rate of about $p/\tau$ is added for every direction of spin, and this pulls the ratio towards one. It reaches a tenth of the in-plane rate when $p=0.1\,w^2/2=0.0015$, so in this example the result requires collisions that conserve spin to about one part in a thousand. This loss is taken to be the same for all spin directions. Spin-orbit scattering between two wave vectors in the plane instead turns the spin about $z$ and damps only the in-plane spin; the ratio then falls faster and can drop below one. The remaining small parameters of the example are $1/(k_Fl)=0.06$, with $l=66$ nm, and a ratio of spin splitting to Fermi energy of 0.02. They suggest errors of several per cent. Collisions between electrons, which the model leaves out, add a correction of similar size. They conserve the total momentum and so hardly change the mobility, but they redirect individual spins and thereby shorten the time that enters (5). The scale of their rate is $(k_BT)^2/(\hbar E_F)$, about 1.4 ps$^{-1}$ at 77 K, but only momentum passed between electrons of opposite spin counts here. A golden-rule estimate with a statically screened Coulomb interaction and a dielectric constant near 14 gives about 0.4 ps$^{-1}$ for a layer of zero width and about 0.1 ps$^{-1}$ for a well 10 to 20 nm wide, against $1/\tau\approx9$ ps$^{-1}$, so they lengthen the lifetimes by a few per cent. The 3% shift in $T_z$ is therefore a property of the kinetic model and not a prediction for a device.

Numbers in the example were calculated in double precision.
